# Does atomic packing explain why silicon (111) etches slowly?

## Question

I am etching grooves in a (100) silicon wafer with hot KOH. The floor goes down at roughly 1 µm/min, while the sloping (111) walls recede roughly a hundred times more slowly. The explanation I was given is that (111) is the most densely packed plane, so the etchant has more atoms to remove.

How much denser is (111) really, and can the difference account for a factor of a hundred? If it cannot, what does the bonding of the surface atoms add, and would my groove look different if density were the whole story?

## Answer

Density cannot account for it. The ideal top plane of (111) holds about 15 percent more atoms than that of (100), and the simplest use of that number makes (111) etch faster. Removal rates that depend on how an atom is bonded can produce a large anisotropy. Its size also depends on what each removal does to the neighbours.

### Counting the atoms

Take ideal surfaces, cut from the bulk without rearrangement. Let $a=0.5431$ nm be the edge of the cubic cell, which contains eight atoms, so that the atom density is $n=8/a^3$. "Top layer" means a single geometric plane.

**(100).** A square of area $a^2$ has four corner atoms, each shared by four squares, and one centre atom:
$$\sigma_{100}=\frac{4\cdot\frac14+1}{a^2}=\frac{2}{a^2}=6.78\ \text{nm}^{-2}.$$

**(111).** Take the equilateral triangle whose sides are face diagonals, of length $\sqrt2\,a$. Its area is $\frac{\sqrt3}{4}(\sqrt2 a)^2=\frac{\sqrt3}{2}a^2$. Each corner atom contributes one sixth and each mid-side atom one half, so it holds $3\cdot\frac16+3\cdot\frac12=2$ atoms:
$$\sigma_{111}=\frac{2}{\sqrt3a^2/2}=\frac{4}{\sqrt3a^2}=7.83\ \text{nm}^{-2}.$$

The ratio is
$$\frac{\sigma_{111}}{\sigma_{100}}=\frac{2}{\sqrt3}=1.155 .$$

The definition of the layer matters here. Planes parallel to (111) come in close pairs. Counting a pair as one layer doubles the ratio to 2.31, which is still far from 100.

**(110).** A rectangle with sides $a$ and $\sqrt2a$ holds four atoms, because both sublattices of the diamond structure lie in the same plane:
$$\sigma_{110}=\frac{4}{\sqrt2a^2}=\frac{2\sqrt2}{a^2}=9.59\ \text{nm}^{-2}.$$
Counted as single planes, (111) is not even the densest of the three: (110) is 22 percent denser. If each close (111) pair counts as one layer, (111) does become the densest, with 15.66 nm$^{-2}$.

### What density does to an etch rate

Let $J$ be the number of atoms removed per area and time. If the surface recedes by $R\,dt$, a volume $R\,dt$ per unit area disappears, containing $nR\,dt$ atoms. Hence
$$R=\frac{J}{n}.$$
The bulk density $n$ is the same for every orientation. If the etchant removed equal numbers of atoms per area and time, all faces would recede equally fast. A denser layer takes longer to remove, but removing it also gains more depth.

Suppose instead that every top atom leaves with the same frequency $\nu$. Then $J=\nu\sigma$ on a fresh flat surface, and
$$R=\frac{\nu\sigma}{n}=\nu d,\qquad d=\frac{\sigma}{n},$$
where $d$ is the mean plane spacing. The (111) face would start out 1.155 times **faster** than (100). If the lower half of each close pair followed its upper half at once, the factor would be 2.31, again in the wrong direction.

One could simply postulate $R\propto1/\sigma$. With single planes, that gives $R_{111}/R_{100}=1/1.155=0.866$, a reduction of 13 percent. To reach a hundredth with a power law $R\propto\sigma^{-m}$, one needs
$$m=\frac{\ln100}{\ln1.155}\approx32 .$$
The same law would make (110), whose density is $\sqrt2$ times that of (100), slower than (100) by $(\sqrt2)^{32}=2^{16}\approx 6.6\times10^4$. In KOH, (110) commonly etches at least as fast as (100), so the law fails badly. Counting each close (111) pair as one layer lowers the exponent to $m=\ln100/\ln2.31\approx5.5$, but (110) would still be about 7 times slower than (100).

### Counting the bonds

The four bonds of an atom on one sublattice point along
$$(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1).$$
On the other sublattice all signs are reversed. The scalar product with the surface normal shows which bonds have been cut.

- For the normal $(0,0,1)$ the products are $1,-1,-1,1$. Two bonds point outward and are cut, so a top atom keeps **two**.
- For $(1,1,1)$ they are $3,-1,-1,-1$. If the cut passes through the single outward bond, a top atom keeps **three**. The other possible cut leaves atoms held by one bond, which I assume are soon lost.
- For $(1,1,0)$ they are $2,0,0,-2$. One bond is cut, and the atom again keeps **three**.

This separates (100) from (111), but not (110) from (111). To see what the bond count does, one must follow the removal sequence.

### A model with two rates

Let atoms with at most two bonds leave at rate $k_2$, and atoms with three bonds at the lower rate
$$k_3=k_2e^{-\Delta E/k_BT}.$$
Atoms with all four bonds stay. Nothing is redeposited, and clusters cut off from the crystal stay in place until their atoms are removed one by one. This is a deliberately small model, and $\Delta E$ is an effective difference between activation energies, not a measured bond energy.

**On (100), no slow event is needed.** An atom in the second layer has two bonds up and two down. Once both upper neighbours are gone it keeps two bonds and can leave at rate $k_2$. The same happens in each further layer, so $R_{100}$ should be proportional to $k_2$ and nearly independent of $k_3$.

**On (111), a small pit stalls.** Remove one top atom, a slow event. Its three lower neighbours fall from four bonds to three, so no fast atom has been created. Now let one of these lower atoms leave, a second slow event. Its two remaining top neighbours fall to two bonds and leave quickly. Four atoms have gone, and every exposed atom around the pit again has three bonds. The pit waits for another slow event.

If that event removes a lower atom at the pit's edge, two top atoms follow. One further lower atom has then lost two of its three upper neighbours. It leaves quickly, and so does its last top neighbour. This third slow event has released five atoms in all. Slow events thus set the pace, although each can release several atoms.

**On (110), a vacancy unzips a chain.** A top atom has two neighbours in a zigzag chain within the plane and one below. When it leaves, its chain neighbours each keep two bonds and become fast. The gap therefore runs along the chain from both ends.

The rate follows from a scaling estimate. In a time $t$ a gap opens over about $k_2t$ atoms. Over such a length, about $(k_3t)(k_2t)$ new gaps start. The layer is cleared when this number is of order one:
$$k_2k_3t^2\sim1\quad\Rightarrow\quad t\sim\frac1{\sqrt{k_2k_3}},\qquad R_{110}\sim d_{110}\sqrt{k_2k_3}.$$
The estimate ignores the coupling between chains in successive layers and does not fix the numerical prefactor.

### Simulating the three faces

I ran this model as a kinetic Monte Carlo simulation on the diamond lattice, with periodic sides and $T=353.15$ K (80 °C), where $k_BT=0.0304$ eV. Each rate is the mean of three runs, taken while the removed fraction of the slab rose from 20 to 40 percent. The unit is $ak_2$.

| $\Delta E$ (eV) | $R_{100}$ | $R_{111}$ | $R_{110}$ | $R_{111}/R_{100}$ |
|---|---|---|---|---|
| 0 | 0.923 | 0.905 | 0.908 | 0.98 |
| 0.20 | 0.114 | 0.0060 | 0.0145 | 0.053 |
| 0.30 | 0.115 | 0.00034 | 0.0026 | 0.0029 |

The first row is the case without a bonding preference: any atom with at least one missing bond leaves at the same rate. The three faces then agree within about 2 percent. The surface does not stay flat, and in this window the initial advantage of 15 percent for (111) is gone. A flat (100) face would start at $R=k_2d=0.25\,ak_2$, while the mean over the measured window is 0.92. By then many more atoms are exposed than the top plane of an ideal surface contains, so the ideal density no longer sets the rate.

The other rows show what bonding does. Between 0.20 and 0.30 eV, $k_3/k_2$ falls from $1.40\times10^{-3}$ to $5.2\times10^{-5}$. Writing $R\propto k_3^{\,p}$ at fixed $k_2$ gives

- $p=0.00$ for (100), as expected if no slow event is needed;
- $p=0.52$ for (110), close to the square root;
- $p=0.88$ for (111), closer to proportionality with $k_3$ than to the square root (about 0.83 in a cell three times wider in each direction).

The (111) power lies somewhat below one. A rough count expresses this in atoms per slow event. If the exposed three-bonded atoms number about $\sigma_{111}$, slow events occur at a rate of about $k_3\sigma_{111}$ per area, while $nR_{111}$ atoms are removed. At 0.20 eV,
$$\frac{nR_{111}}{k_3\sigma_{111}}\approx\frac{8\times0.0060}{1.40\times10^{-3}\times2.31}\approx15,$$
and at 0.30 eV the same quotient is about 22 (about 28 in the wider cell). On this estimate each slow event releases more atoms when slow events are rarer. This restates the power below one in other terms; the runs do not identify its cause.

### How large must the energy difference be?

For two single activated steps with equal prefactors, a factor of 100 at 80 °C requires
$$k_BT\ln100=0.0304\ \text{eV}\times4.61=0.140\ \text{eV}.$$
The single-plane density ratio corresponds to only $k_BT\ln1.155=0.0044$ eV, and the ratio for close pairs to $k_BT\ln2.31=0.025$ eV.

The lattice model needs more than 0.14 eV, mainly because one slow event on (111) releases many atoms. The simulated (100) rate, which is about half the flat-face value $0.25\,ak_2$, adds to the required difference. Interpolating the logarithm of the rate ratio between 0.20 and 0.30 eV gives $\Delta E=0.258$ eV. New runs at that value gave $R_{100}/R_{111}=85$, which is 15 percent below the target. So about 0.26 eV yields a ratio of order 100 within this model. Its last digit should not be read as a property of silicon in KOH.

### What this means for your groove

Consider a long, straight mask opening of width $W_0$, aligned so that its walls are (111) planes. They meet the (100) floor at an angle $\theta$ with $\cos\theta=1/\sqrt3$, so $\theta=54.74^\circ$. Assume that the mask does not etch and that both rates are constant.

Put the origin at the left mask edge, with $x$ pointing into the opening and $y$ upward. The unit normal of the left wall, pointing into the silicon, is $(-\sin\theta,-\cos\theta)$. After a time $t$ the wall and floor are
$$-x\sin\theta-y\cos\theta=R_{111}t,\qquad y=-R_{100}t.$$
Inserting the second equation in the first gives the position of their corner:
$$-x_c\sin\theta+R_{100}t\cos\theta=R_{111}t
\quad\Rightarrow\quad
x_c=\frac{R_{100}\cos\theta-R_{111}}{\sin\theta}\,t.$$
The right side is its mirror image, so the floor width is
$$W=W_0-2x_c=W_0+\frac{2t\,(R_{111}-R_{100}\cos\theta)}{\sin\theta}.$$
The floor narrows only if
$$\frac{R_{111}}{R_{100}}<\cos\theta=0.577.$$
Setting $y=0$ in the wall equation gives $x=-R_{111}t/\sin\theta$. The undercut beneath each mask edge is therefore $R_{111}t/\sin\theta$.

Take $W_0=100$ µm, $t=60$ min and $R_{100}=1$ µm/min. With your rough ratio, $R_{111}=0.010$ µm/min, and
$$W=100+\frac{120\,(0.010-0.577)}{0.816}\approx17\ \text{µm},$$
with an undercut of 0.73 µm per side. The groove is closing to a V.

With the inverse-density value for single planes, $R_{111}=0.866$ µm/min, the formula gives a floor of 142 µm and an undercut of 64 µm per side. The floor widens, and no V forms. The undercut of 64 µm assumes that flat (111) walls reach up to the mask. Under the same density law, vertical (110) walls would recede at only $1/\sqrt2=0.707$ µm/min and would limit the undercut to 42 µm. With such weak anisotropy, nothing in the argument guarantees that the walls would stay flat.

If each close (111) pair counts as one layer, the inverse-density law gives $R_{111}=0.433$ µm/min. This is below the limit of 0.577 µm/min, so the floor would narrow, but only to 79 µm in the hour, with an undercut of 32 µm per side. With flat walls, a V would take about 4.7 hours to form, compared with 1.2 hours for the ratio of 100. With either count, the groove after an hour would have a much wider floor and a much larger undercut than yours.

### How far the model can be trusted

The inputs of 1 µm/min and a ratio of 100 are rough typical values for hot KOH, and the ratio varies considerably with the bath and the wafer. Matching $R_{100}$ sets $k_2\approx270\ \text{s}^{-1}$ in the model; this is a fitted scale, not a measured rate for one chemical reaction.

The plainest failure is (110). The model gives $R_{110}/R_{100}=0.13$ at 0.20 eV and 0.023 at 0.30 eV, whereas in KOH this ratio is commonly at least one. The model is therefore too low by a factor of roughly 8 or 40, respectively, or more. It leaves out second neighbours, the hydrogen and hydroxyl groups on the surface, and the reaction steps in solution. It shows that bond-dependent removal is **sufficient** to make (111) very slow, but it does not establish the detailed mechanism in KOH.

Real (111) surfaces also have steps. On a surface tilted by an angle $\alpha$, steps of height $h$ lie $h/\tan\alpha$ apart. If they move at speed $v$, they lower the surface at the rate $v\tan\alpha$. For $\alpha=0.5^\circ$, and taking $v=R_{100}$ as a rough scale, this is 8.7 nm/min. The whole assumed (111) rate is 10 nm/min. The true step speed depends on the bonding at the step edge: edge atoms with two bonds leave more easily than those with three. The estimate is therefore only a scale, but it shows that misalignment can contribute substantially to a measured (111) rate.

Two other effects are smaller for these numbers. With a rough activation energy of 0.6 eV, an error of 1 K changes $R_{100}$ by about 6 percent; in the model it changes $R_{111}/R_{100}$ by about 2 percent. For 5 mol/L of hydroxide, a diffusion constant of $5\times10^{-9}\ \text{m}^2/\text{s}$ and a 50 µm stagnant film, the (100) face uses about 0.6 percent of the hydroxide that diffusion could supply, counting two ions per silicon atom. Hydroxide supply is then not what limits the etch.

The remaining values, including the statistical errors of the simulated rates, are in the numerical output below. Those errors describe only the spread between runs in one cell. The finite width of the cell shifts the small (111) rates by more than that. In a cell three times wider in each direction, $R_{111}$ rises by about 8 percent at 0.20 eV and by about a quarter at 0.30 eV, to roughly 0.00043; the barrier needed for a ratio of order 100 stays near 0.26 eV. The (100) rate also drifts down by a few percent, toward 0.110, as the etch goes deeper.

## Table of computed values

```
Si lattice constant: 0.5431 nm
temperature: 353.15 K; kT: 0.03043 eV
(100) top density: 6.781 nm^-2; bonds kept per atom: 2
(100) mean plane spacing: 0.1358 nm
(111) top density: 7.830 nm^-2; bonds kept per atom: 3
(111) mean plane spacing: 0.1568 nm
(110) top density: 9.589 nm^-2; bonds kept per atom: 3
(110) mean plane spacing: 0.1920 nm
density ratio (111)/(100), one plane: 1.1547
density ratio (111)/(100), double plane: 2.3094
density ratio (110)/(111): 1.2247
dE = 0.00 eV: k3/k2 = 1.000e+00
  R(100) = 0.923320 +/- 0.006575 a*k2; deepest minus mean depth: 2.83 a
  R(111) = 0.905147 +/- 0.008552 a*k2; deepest minus mean depth: 2.74 a
  R(110) = 0.908376 +/- 0.010593 a*k2; deepest minus mean depth: 3.42 a
  simulated R111/R100: 0.98032
dE = 0.20 eV: k3/k2 = 1.399e-03
  R(100) = 0.113806 +/- 0.001766 a*k2; deepest minus mean depth: 0.75 a
  R(111) = 0.006022 +/- 0.000216 a*k2; deepest minus mean depth: 0.14 a
  R(110) = 0.014541 +/- 0.000253 a*k2; deepest minus mean depth: 0.47 a
  simulated R111/R100: 0.05291
dE = 0.30 eV: k3/k2 = 5.233e-05
  R(100) = 0.114712 +/- 0.002113 a*k2; deepest minus mean depth: 1.00 a
  R(111) = 0.000335 +/- 0.000010 a*k2; deepest minus mean depth: 0.10 a
  R(110) = 0.002607 +/- 0.000152 a*k2; deepest minus mean depth: 0.24 a
  simulated R111/R100: 0.00292
power of k3 in R(100), 0.20 to 0.30 eV: -0.002
power of k3 in R(111), 0.20 to 0.30 eV: 0.879
power of k3 in R(110), 0.20 to 0.30 eV: 0.523
rough target R100/R111: 100
model dE for target: 0.258 eV
fresh simulation at that dE, R100/R111: 85.1
kT ln(target): 0.1401 eV
kT ln(density ratio): 0.00438 eV
rough R100: 1.00 um/min; inferred k2: 269.4 s^-1
equal per-atom initial R111: 1.1547 um/min
inverse-density R111: 0.8660 um/min
rough-ratio R111: 10.00 nm/min
wall angle: 54.74 deg; V-groove limit R111/R100: 0.5774
mask opening: 100 um; etch time: 60 min
rough ratio: floor 16.62 um; undercut per side 0.73 um
inverse density: floor 142.43 um; undercut per side 63.64 um
miscut 0.5 deg, step speed R100: 8.73 nm/min
R100 change for +1 K at rough 0.6 eV: 5.73 percent
model R111/R100 change for +1 K: 2.12 percent
OH- inputs: 5 mol/L, 5.0e-09 m^2/s, film 50 um
OH- demand/supply, two per Si: 0.553 percent
```
